# Cubic Warping, Snowflake Contours and Berry Phase of a C3v Dirac Cone

## 1. The Hamiltonian and its constant-energy contour

### The circular cone

Without warping, a surface Dirac cone has the Hamiltonian

\[
H_0(\mathbf k)=v(k_x\sigma_y-k_y\sigma_x),\qquad v>0 .
\]

Here \(\mathbf k=(k_x,k_y)=k(\cos\theta,\sin\theta)\) is the surface wave vector measured from \(\Gamma\), and the Pauli matrices act on the two states that are degenerate there. Hartree atomic units are used, so \(v\) has the unit hartree bohr. Written as \(H_0=\mathbf h\cdot\boldsymbol\sigma\), the Hamiltonian has

\[
\mathbf h=vk(-\sin\theta,\cos\theta,0).
\]

Since \((\mathbf h\cdot\boldsymbol\sigma)^2=|\mathbf h|^2\), the energies are \(\pm vk\), and a constant-energy contour is a circle. In the upper band the pseudospin \(\mathbf n=\langle\boldsymbol\sigma\rangle\) equals \(\mathbf h/|\mathbf h|\). It lies in the plane, perpendicular to \(\mathbf k\), at the azimuth \(\theta+\pi/2\). A single-valued upper-band spinor is therefore

\[
u(\theta)=\frac1{\sqrt2}\begin{pmatrix}1\\ i e^{i\theta}\end{pmatrix}.
\]

With the Berry connection defined as \(A=i\langle u|\partial u\rangle\), only the second component contributes to the derivative:

\[
A_\theta=i\cdot\frac12\,(ie^{i\theta})^*\,(i)(ie^{i\theta})
=i\cdot\frac i2=-\frac12,
\qquad
\gamma=\int_0^{2\pi}A_\theta\,d\theta=-\pi .
\]

A Berry phase is defined modulo \(2\pi\), because a single-valued change of gauge can add an integer multiple of \(2\pi\). Thus \(-\pi\) and \(\pi\) are the same phase, and the holonomy is \(e^{i\gamma}=-1\). Warping deforms the circle and lifts the pseudospin out of the plane. Part 2 shows why the holonomy survives both changes.

### Symmetry operations

The surface has a threefold axis, mirror planes containing that axis, and time reversal symmetry. The doublet at \(\Gamma\) is taken to have angular momentum \(\pm1/2\) about the axis. In a basis of eigenstates of the threefold rotation, the operations are

\[
C_3=e^{-i\pi\sigma_z/3},\qquad M=i\sigma_x,\qquad \Theta=i\sigma_yK,
\]

where \(K\) is complex conjugation and \(\Theta^2=-1\). The mirror sends \((k_x,k_y)\) to \((-k_x,k_y)\). Its matrix must exchange the two rotation eigenvalues, so it is off-diagonal; a rotation of the basis about \(z\) brings it to the form shown.

Let \(R\) be the rotation of \(\mathbf k\) by \(2\pi/3\). Symmetry requires

\[
C_3H(\mathbf k)C_3^{-1}=H(R\mathbf k),
\]
\[
MH(k_x,k_y)M^{-1}=H(-k_x,k_y),\qquad
\Theta H(\mathbf k)\Theta^{-1}=H(-\mathbf k).
\]

Every Hermitian \(2\times2\) matrix has the form \(H=h_0+\mathbf h\cdot\boldsymbol\sigma\) with real \(h_0\) and \(\mathbf h\). It is useful to define

\[
k_\pm=k_x\pm ik_y,\qquad h_\pm=h_x\pm ih_y,\qquad
\sigma_\pm=\sigma_x\pm i\sigma_y,
\]

so that

\[
\mathbf h\cdot\boldsymbol\sigma
=h_z\sigma_z+\tfrac12(h_-\sigma_++h_+\sigma_-).
\]

### Every term through third order

Time reversal changes the sign of all three Pauli matrices and leaves the real functions \(h_0,\mathbf h\) unchanged. Hence

\[
h_0(-\mathbf k)=h_0(\mathbf k),\qquad
\mathbf h(-\mathbf k)=-\mathbf h(\mathbf k).
\]

Through third order, \(h_0\) can contain degrees zero and two, while \(\mathbf h\) can contain degrees one and three.

The threefold rotation turns the vector \(\mathbf h\) by the same angle as \(\mathbf k\). It follows that \(h_+(R\mathbf k)=e^{2\pi i/3}h_+(\mathbf k)\), whereas \(h_0\) and \(h_z\) are invariant. A monomial \(k_+^ak_-^b\) acquires the phase \(e^{2\pi i(a-b)/3}\). The allowed monomials therefore obey

\[
a-b\equiv1\pmod3\quad\text{in }h_+,\qquad
a-b\equiv0\pmod3\quad\text{in }h_0,h_z.
\]

The possible degrees can now be listed.

- In \(h_0\), degree zero gives a constant. At degree two, \(a-b\) is \(2,0,-2\), and the rotation keeps \(k_+k_-=k^2\).
- In \(h_+\), degree one gives \(k_+\). At degree three, \(a-b\) is \(3,1,-1,-3\), and the rotation keeps \(k_+^2k_-=k^2k_+\).
- In \(h_z\), no linear monomial is invariant. At degree three, \(k_+^3\) and \(k_-^3\) remain.

With complex coefficients still to be fixed,

\[
h_+=(c_1+c_3k^2)k_+,\qquad
h_z=b\,k_+^3+b^*k_-^3 .
\]

The mirror leaves \(\sigma_x\) unchanged and reverses \(\sigma_y\) and \(\sigma_z\). It therefore requires

\[
h_+(-k_x,k_y)=h_+(k_x,k_y)^*,\qquad
h_z(-k_x,k_y)=-h_z(k_x,k_y).
\]

It also maps \(k_+\) to \(-k_-\). For each coefficient in \(h_+\), the first condition gives \(-c\,k_-=c^*k_-\), so \(c\) is imaginary. Set \(c_1=iv\) and \(c_3=iv\alpha\). The second condition reads

\[
-b\,k_-^3-b^*k_+^3=-b\,k_+^3-b^*k_-^3,
\]

so \(b\) is real. Set \(b=\lambda/2\). The complete result through third order is

\[
\boxed{
\begin{aligned}
H={}&E_0+\frac{k^2}{2m^*}
+v(1+\alpha k^2)(k_x\sigma_y-k_y\sigma_x)\\
&+\frac\lambda2(k_+^3+k_-^3)\sigma_z .
\end{aligned}}
\]

The last line is Fu's warping term. In real variables,

\[
\frac\lambda2(k_+^3+k_-^3)
=\lambda(k_x^3-3k_xk_y^2)=\lambda k^3\cos3\theta .
\]

The mirror excludes the other cubic harmonic, \(\sin3\theta\), from \(h_z\). Both the mirror and time reversal exclude a constant mass \(m\sigma_z\).

The angular momentum of the doublet matters. For a doublet with angular momentum \(\pm3/2\), the threefold operation is \(e^{-i\pi\sigma_z}=-1\) and does not rotate \(\boldsymbol\sigma\). Every component of \(\mathbf h\) must then satisfy \(a-b\equiv0\pmod3\). Linear terms are absent, and the Hamiltonian above does not apply.

### Energy and shape

For the rest of this part \(E_0=1/m^*=\alpha=0\), and the cubic Hamiltonian is treated as a model in its own right. Take \(\lambda>0\); changing its sign reverses \(h_z\) without changing the energies. The upper energy obeys

\[
E^2=v^2k^2+\lambda^2k^6\cos^23\theta .
\]

The right-hand side increases with \(k\), so each direction has one radius at a given \(E>0\). Define

\[
a=\sqrt{\lambda/v},\quad E_*=\frac va,\quad q=ak,\quad
\varepsilon=\frac E{E_*},\quad C=\cos^23\theta .
\]

Division of the energy equation by \(E_*^2\) gives

\[
\varepsilon^2=q^2+Cq^6 .
\]

For \(t=q^2\), this is \(t+Ct^3=\varepsilon^2\), and differentiation at fixed energy yields

\[
\frac{dt}{dC}=-\frac{t^3}{1+3Ct^2}<0 .
\]

The largest radius therefore occurs at \(C=0\), where \(k=E/v\). These six tips lie at \(\theta=30^\circ,90^\circ,\ldots\). The smallest radius occurs at \(C=1\), in the six notch directions \(\theta=0^\circ,60^\circ,\ldots\). For \(\varepsilon\ll1\), replacing \(t^3\) by \(\varepsilon^6\) gives the leading correction

\[
k\simeq\frac Ev\left(1-\frac{\varepsilon^4}{2}\cos^23\theta\right).
\]

For numerical work, Newton's method can be applied to \(g(t)=t+Ct^3-\varepsilon^2\), starting from \(t=\varepsilon^2\). The function is increasing and convex for \(t>0\), and the starting point is not below the root, so the iterates do not cross it.

### The energy at which dents appear

A sixfold modulation need not produce dents. To find where they begin, write the polar curve as \(q=1/u(\theta)\), with primes for derivatives with respect to \(\theta\). The numerator of the curvature of a polar curve is

\[
q^2+2q'^2-qq''=\frac{u+u''}{u^3},
\]

where \(q'=-u'/u^2\) and \(q''=-u''/u^2+2u'^2/u^3\) have been inserted. The curve bends outward where \(u+u''>0\).

Let \(w=u^2=1/q^2\), \(Q=w^2\) and \(P=Q+3C\). The contour equation is \(\varepsilon^2w^3-w^2=C\). Its derivative is

\[
(3\varepsilon^2w^2-2w)w'=C'.
\]

Substituting \(\varepsilon^2w^3=C+w^2\) turns the bracket into \(P/w\), so \(w'=wC'/P\). A second differentiation of \(Pw'=wC'\), with \(P'=2ww'+3C'\), gives

\[
\frac{w''}{w}=\frac{C''}{P}-\frac{2C'^2}{P^2}-\frac{2QC'^2}{P^3}.
\]

Since \(u=\sqrt w\),

\[
\frac{u''}{u}=\frac{w''}{2w}-\frac{w'^2}{4w^2}
=\frac{C''}{2P}-\frac{5C'^2}{4P^2}-\frac{QC'^2}{P^3}.
\]

From \(C=(1+\cos6\theta)/2\) one has \(C'^2=36C(1-C)\) and \(C''=18(1-2C)\). Inserting these and \(Q=P-3C\) gives

\[
\frac{u+u''}{u}=\frac f{P^3},
\]
\[
f=P^3+9(1-2C)P^2-81C(1-C)P+108C^2(1-C).
\]

At a notch, \(C=1\) and \(f=P^2(P-9)\). The curvature vanishes at \(P=9\), hence at \(Q=6\) and \(q^4=1/6\). The corresponding energy follows from \(\varepsilon_c^2=q^2(1+q^4)=7/(6\sqrt6)\):

\[
\boxed{E_c=\frac{\sqrt7}{6^{3/4}}E_*\simeq0.690\,E_* .}
\]

It remains to show that no other point loses its outward curvature first. At \(\varepsilon_c\), \(dQ/dC=2Q/P=2/(1+3C/Q)\). Moreover,

\[
\frac{d}{dC}\frac CQ=\frac{Q+C}{QP}>0,
\]

so \(dQ/dC\) decreases and \(Q(C)\) is concave. Its end values are \(216/49>4.4\) at \(C=0\) and \(6\) at \(C=1\). A concave function lies above its chord, so

\[
Q\ge4.4+1.6C,\qquad P\ge p=4.4+4.6C .
\]

At lower energy \(Q\) is larger for every \(C\), and the same bounds hold. At fixed \(C\), the second derivative \(\partial^2f/\partial P^2=6P+18(1-2C)\) is at least \(44.4-8.4C>0\). The first derivative at \(P=p\) is

\[
137.28-35.16C-21.12C^2\ge81 .
\]

Thus \(f\) increases with \(P\) throughout the required range, and \(f(P)\ge f(p)\), with

\[
f(p)=259.424-73.392C-167.088C^2-18.944C^3 .
\]

This polynomial decreases from a positive value to zero at \(C=1\). The contour is therefore convex up to \(E_c\), and above \(E_c\) its six notches bend inward. That dented curve is the snowflake.

### Contours for round parameters

Take \(v=0.2\) hartree bohr and \(\lambda=20\) hartree bohr\(^3\). Then \(a=\sqrt{20/0.2}=10\) bohr and \(E_*=0.2/10=0.02\) hartree. Dents appear at \(E_c=0.690\times0.02=0.0138\) hartree, or 0.376 eV. These parameters are not fitted to a material. At \(E_c\) the notch has \(\lambda k^2/v=1/\sqrt6\simeq0.41\), so the omitted fifth-order terms need not be small there, and the threshold of a real surface can differ. The notch radii below come from numerical root finding.

| \(E\) (hartree) | notch \(k\) (bohr\(^{-1}\)) | tip \(k\) (bohr\(^{-1}\)) | \((u+u'')/u\) at notch |
|---:|---:|---:|---:|
| 0.010 | 0.0487 | 0.0500 | 0.568 |
| 0.020 | 0.0826 | 0.1000 | −0.748 |

The tip radii are \(0.01/0.2=0.05\) and \(0.02/0.2=0.1\) bohr\(^{-1}\). The sign change in the last column distinguishes the rounded hexagonal contour from the snowflake.

## 2. Pseudospin, Berry phase and the limits of the model

### Symbols and results carried forward

The wave vector has polar coordinates \((k,\theta)\), and \(k_\pm=k_x\pm ik_y\). The model is \(H=\mathbf h\cdot\boldsymbol\sigma\), with

\[
\mathbf h=(-vk\sin\theta,\;vk\cos\theta,\;\lambda k^3\cos3\theta),
\]
\[
E^2=v^2k^2+\lambda^2k^6\cos^23\theta .
\]

Here \(v\) is the velocity and \(\lambda\) the warping coefficient. The contour has tips at \(\cos3\theta=0\), notches at \(\cos^23\theta=1\), and dents for \(E>E_c\simeq0.690\,v\sqrt{v/\lambda}\). Time reversal is \(\Theta=i\sigma_yK\), with \(\Theta^2=-1\). The Berry connection is \(A=i\langle u|\partial u\rangle\). The numerical parameters remain \(v=0.2\) hartree bohr and \(\lambda=20\) hartree bohr\(^3\).

### Alternating out-of-plane pseudospin

The upper-band pseudospin is \(\mathbf n=\mathbf h/E\), and therefore

\[
n_z=\frac{\lambda k^3\cos3\theta}{E}.
\]

The in-plane part remains perpendicular to \(\mathbf k\), but its length falls to \(vk/E\). Because \(\mathbf n\) has unit length,

\[
|n_z|=\sqrt{1-(vk/E)^2},
\]

with the sign of \(\cos3\theta\). On a given contour the out-of-plane component is thus largest where the radius is smallest. For example, at \(E=0.02\) hartree the notch has \(vk/E=0.2\times0.0826/0.02=0.826\), which gives \(|n_z|=0.564\). Other directions follow in the same way:

| \(\theta\) | \(k\) (bohr\(^{-1}\)) | \(n_z\) |
|---:|---:|---:|
| 0° | 0.0826 | +0.564 |
| 10° | 0.0849 | +0.529 |
| 20° | 0.0921 | +0.390 |
| 30° | 0.1000 | 0 |
| 40° | 0.0921 | −0.390 |
| 50° | 0.0849 | −0.529 |
| 60° | 0.0826 | −0.564 |

Three positive lobes alternate with three negative ones. The zeros have a symmetry origin. On the line \(k_x=0\), the mirror leaves \(\mathbf k\) unchanged, so a nondegenerate state is a mirror eigenstate. The mirror reverses \(\sigma_z\), so its expectation value in that state vanishes. Rotation supplies the other mirror lines. Time reversal gives \(\mathbf n(-\mathbf k)=-\mathbf n(\mathbf k)\), which relates opposite lobes.

### Why the holonomy is −1

The following argument is not restricted to two bands or to cubic order. Let \(\mathcal C\) be a simple closed contour that is mapped to itself by \(\mathbf k\to-\mathbf k\), and let the chosen band be nondegenerate along it. Kramers degeneracy at \(\Gamma\) then keeps \(\Gamma\) off the contour.

Choose a point \(\mathbf k_0\) on \(\mathcal C\) and one of the two arcs from \(\mathbf k_0\) to \(-\mathbf k_0\). Inversion exchanges the ends of this arc. If it mapped the arc to itself, continuity would force a fixed point, which could only be \(\Gamma\). It therefore maps the arc to the other half of the contour. Parametrize the curve so that

\[
\mathbf k(s+\tfrac12)=-\mathbf k(s),\qquad 0\le s\le\tfrac12 .
\]

On the first half, choose a parallel-transported normalized state, meaning \(\langle\psi|\partial_s\psi\rangle=0\). At its end the state lies at \(-\mathbf k_0\). So does \(\Theta\psi(0)\), which has the same energy. Nondegeneracy implies

\[
\psi(\tfrac12)=e^{i\beta}\Theta\psi(0)
\]

for some real \(\beta\). Antiunitarity means \(\langle\Theta a|\Theta b\rangle=\langle b|a\rangle\), so

\[
\langle\Theta\psi|\partial_s\Theta\psi\rangle
=\langle\partial_s\psi|\psi\rangle=0 .
\]

Thus \(\Theta\psi(s)\) is parallel-transported along the second half. Matching at the midpoint gives the continuation

\[
\psi(s+\tfrac12)=e^{i\beta}\Theta\psi(s).
\]

At the end of the complete contour,

\[
\begin{aligned}
\psi(1)&=e^{i\beta}\Theta\psi(\tfrac12)
=e^{i\beta}\Theta\bigl(e^{i\beta}\Theta\psi(0)\bigr)\\
&=e^{i\beta}e^{-i\beta}\Theta^2\psi(0)=-\psi(0).
\end{aligned}
\]

The second exponential has the opposite sign because \(\Theta\) is antilinear. Parallel transport around the loop multiplies the state by \(e^{i\gamma}\), so

\[
\boxed{\gamma=\pi\pmod{2\pi}.}
\]

The result is exact under the stated conditions. It does not depend on the size of the warping or on whether the contour is convex. The terms \(k^2/2m^*\) and \(\alpha\) may also be restored without changing it.

A phase of \(\pi\) on one contour does not by itself identify a topological insulator. Take \(\lambda=\alpha=0\) and \(m^*>0\) as an example. The lower branch \(k^2/2m^*-vk\) then turns upward at large \(k\), and both branches cross every Fermi energy above the Dirac point. Each of the two contours then has phase \(\pi\), and their sum is zero modulo \(2\pi\).

### The same phase from the two-component spinor

For the warped two-band model, write the polar angle of \(\mathbf n\) as \(\vartheta\) and its azimuth as \(\phi\). A suitable spinor is

\[
u=\begin{pmatrix}\cos(\vartheta/2)\\ e^{i\phi}\sin(\vartheta/2)\end{pmatrix}.
\]

The derivatives of the real amplitudes cancel by normalization, which leaves

\[
A_s=i\sin^2(\vartheta/2)\,(i\,\partial_s\phi)
=-\tfrac12(1-n_z)\,\partial_s\phi .
\]

The in-plane part of \(\mathbf h\) gives \(\phi=\theta+\pi/2\). Hence

\[
\gamma=-\frac12\int_0^{2\pi}(1-n_z)\,d\theta
=-\pi+\frac12\int_0^{2\pi}n_z\,d\theta=-\pi .
\]

The last integral vanishes because opposite points have equal radii and opposite \(n_z\). The pseudospin does leave the equator of the unit sphere, but the gain in solid angle on one half of the path is lost on the other.

The Berry curvature shows where this cancellation takes place. In polar coordinates \(A_k=0\) and \(A_\theta=-(1-n_z)/2\), so

\[
\Omega=\frac1k\,\partial_kA_\theta=\frac1{2k}\,\partial_kn_z .
\]

Let \(c=\cos3\theta\) and \(S=\sqrt{v^2+\lambda^2k^4c^2}=E/k\). Then \(n_z=\lambda k^2c/S\), and

\[
\partial_kn_z=\frac{2\lambda kc}{S}-\frac{2\lambda^3k^5c^3}{S^3}
=\frac{2v^2\lambda kc}{S^3}.
\]

Therefore

\[
\Omega=\frac{v^2\lambda k^3\cos3\theta}{E^3}.
\]

As \(k\) tends to zero this tends to \((\lambda/v)\cos3\theta\), which is finite but depends on direction. The phase \(-\pi\) resides in the singularity at the Dirac point: a vanishing circle around it still gives \(-\pi\). The smooth curvature outside that point integrates to zero.

The flux through the lobe \(-30^\circ<\theta<30^\circ\) is

\[
F=\int d\theta\int_0^{k(\theta)}\Omega\,k\,dk
=\frac12\int_{-\pi/6}^{\pi/6}n_z\,d\theta .
\]

For \(E=0.02\) hartree, Simpson's rule with the tabulated values and a spacing of \(\pi/18\) gives

\[
F\simeq\frac12\,\frac{\pi}{54}
\bigl[8(0.390)+4(0.529)+4(0.564)\bigr]\simeq0.218 .
\]

Gauss–Legendre integration with 20 angles also gives 0.218 rad. The next lobe has the opposite flux, and the six lobes cancel.

### Computing the phase

For a closed sequence of \(N\) states, the discrete Berry phase is

\[
\gamma_N=-\arg\prod_{j=0}^{N-1}\langle u_j|u_{j+1}\rangle,
\qquad u_N=u_0 .
\]

The minus sign follows from \(\langle u|u+du\rangle\simeq1-iA\,ds\). A phase assigned to any \(u_j\) by the eigenvalue routine appears once directly and once conjugated, so it cancels.

A mesh that is symmetric under inversion hides discretization error. For even \(N\), let \(u_{j+N/2}=e^{i\beta_j}\Theta u_j\). Opposite links satisfy

\[
\langle u_{j+N/2}|u_{j+1+N/2}\rangle
=e^{i(\beta_{j+1}-\beta_j)}\langle u_{j+1}|u_j\rangle .
\]

The product of each opposite pair is a positive number times this phase difference. The differences add up to \(\beta_{N/2}-\beta_0\). The closure condition \(u_N=u_0\), together with \(\Theta^2=-1\), sets the corresponding exponential to \(-1\). The computed phase is then \(\pi\) on any such mesh with nonzero links, however coarse, and cannot reveal poor resolution. An odd number of equally spaced angles removes this exact pairing, but it remains a weak test of resolution. The threefold axis and time reversal still cancel most of the error: at 0.02 hartree \(\gamma/\pi-1\) is about \(7\times10^{-7}\) for 25 angles. The same mesh misses the phase with the mass term of the next section by about \(4\times10^{-3}\pi\). Mesh convergence is better judged on a phase that symmetry does not fix. With 1501 angles, diagonalization gives \(\gamma/\pi=1.00000\) at both 0.01 and 0.02 hartree.

### When the phase moves away from π

A Zeeman mass \(m\sigma_z\) breaks time reversal. Without warping, \(n_z=m/E\) is constant on the contour, and the spinor formula becomes

\[
\gamma=-\pi\left(1-\frac mE\right)\equiv\pi\left(1+\frac mE\right)
\pmod{2\pi}.
\]

For \(m=0.005\) hartree and \(E=0.02\) hartree this is \(1.25\pi\). With warping, \(\gamma\equiv\pi(1+\overline{n_z})\), where the bar denotes an average over \(\theta\). The same discrete product then gives \(1.152\pi\), so the average is 0.152.

The symmetry of the contour is also needed. Time reversal maps a pocket around a general wave vector, one that is not equivalent to its own negative, to a partner pocket. The two phases are opposite when the paths are related by \(\mathbf k\to-\mathbf k\), but neither has to be \(\pi\). If the band touches another one on the contour, the single-band phase is undefined.

### What the coefficient λ means

The value of \(\lambda\) presupposes a choice of pseudospin basis away from \(\Gamma\). To see this, define

\[
G=(k_x^2-k_y^2)\sigma_x-2k_xk_y\sigma_y,\qquad
\psi_k=\arctan\frac{\lambda k^2}{v}.
\]

The vector in \(G\) has length \(k^2\) and direction \(\hat{\mathbf g}=(\cos2\theta,-\sin2\theta,0)\). The unitary matrix

\[
U=\exp\left(\frac{i\psi_k}{2k^2}G\right)
\]

rotates pseudospin vectors by \(-\psi_k\) about \(\hat{\mathbf g}\). It respects all the symmetries: \(g_+=k_-^2\) has \(a-b=-2\equiv1\pmod3\) and satisfies the mirror condition. Under time reversal \(G(\mathbf k)\) becomes \(-G(-\mathbf k)\), and the accompanying change of \(i\) to \(-i\) gives \(\Theta U(\mathbf k)\Theta^{-1}=U(-\mathbf k)\).

Let \(\hat{\mathbf p}=\hat{\mathbf z}\times\hat{\mathbf g}\). The component of \(\mathbf h\) along \(\hat{\mathbf p}\) is \(vk\cos3\theta\), and \(h_z=\lambda k^3\cos3\theta\). After the rotation,

\[
h_z'=\cos3\theta\,(\lambda k^3\cos\psi_k-vk\sin\psi_k)=0 .
\]

The warping has moved into the plane. The component along \(\hat{\mathbf p}\) is now \(\cos3\theta\sqrt{v^2k^2+\lambda^2k^6}\), which differs from its old value by \(\lambda^2k^5\cos3\theta/(2v)\) at leading order. The energies are unchanged. A quoted \(\lambda\) thus needs a statement of the basis. The curvature formula above likewise assumes basis states that do not depend on \(\mathbf k\); after the rotation, the connection of the new basis must be included.

This also shows that \(\lambda\) first affects the energy at fifth order. At that order the symmetries allow another in-plane term,

\[
\delta h_+=iwk_-^5,
\]

since \(-5\equiv1\pmod3\), and the mirror condition makes \(w\) real. With it,

\[
\begin{aligned}
E^2={}&v^2k^2+w^2k^{10}+2vwk^6\cos6\theta\\
&+\tfrac12\lambda^2k^6(1+\cos6\theta).
\end{aligned}
\]

The leading anisotropy of the upper energy is therefore

\[
\left(w+\frac{\lambda^2}{4v}\right)k^5\cos6\theta .
\]

A fit to weak contour warping alone determines this combination, not \(\lambda\). For \(w=-\lambda^2/(4v)\), the anisotropy disappears from \(E^2\) altogether and

\[
E=vk+\frac{\lambda^2k^5}{4v}.
\]

With the present parameters \(w=-400/0.8=-500\) hartree bohr\(^5\). At \(E=0.02\) hartree the contour is then a circle of radius 0.0873 bohr\(^{-1}\), yet \(n_z=\lambda k^3\cos3\theta/E\) still alternates, with a maximum of 0.666. Its Berry phase remains \(\pi\). The threshold \(E_c\) accordingly belongs to the cubic model with \(w=0\). Other values of \(w\) shift the onset of dents, can move them to the \(30^\circ\) directions (\(w=-750\) at 0.03 hartree), or remove them as here, so symmetry alone does not require a snowflake.

### From pseudospin to spin

At \(\Gamma\), symmetry makes the \(z\) component of the true spin proportional to \(\sigma_z\). Away from \(\Gamma\), its matrix in the doublet can contain further terms. This operator is odd under the mirror and time reversal, so its Pauli coefficients are even in \(\mathbf k\). A term proportional to the identity matrix would need an odd coefficient, and the rotation excludes a linear one, so none appears through second order. At second order, rotation allows \(k^2\sigma_z\) and an in-plane coefficient proportional to \(k_-^2\). The mirror fixes the phase of the latter, leaving

\[
s_z=g_z\sigma_z+g_2k^2\sigma_z+\eta\,\operatorname{Im}(k_+^2\sigma_+),
\]

where \(g_z\), \(g_2\) and \(\eta\) are real, and \(\operatorname{Im}X=(X-X^\dagger)/(2i)\). To leading order \(\langle\sigma_+\rangle=ie^{i\theta}\), so the last term contributes \(\eta k^2\cos3\theta\). The first contributes \(g_z(\lambda/v)k^2\cos3\theta\), which is of the same order. Hence

\[
\langle s_z\rangle\simeq
\left(g_z\frac\lambda v+\eta\right)k^2\cos3\theta .
\]

Symmetry fixes the leading angular pattern, but its amplitude cannot be obtained from \(\lambda\) and \(g_z\) alone. To predict the spin polarization from the two-band model, one must project the actual spin operator onto the doublet as well as the Hamiltonian.
